# Indirect absorption: interfering pathways cannot be added as separate rates

Take an initial state $i$, a final state $f$ of equal energy, and two intermediate states $m_1,m_2$, both higher by $\Delta$. The light couples $i$ to each intermediate state with strength $V$. A lattice vibration couples $m_1$ to $f$ with strength $W$ and $m_2$ to $f$ with strength $sW$, where $s=\pm1$. Everything else is zero.

Since $m_1$ and $m_2$ have the same energy, we may use their combinations $m_\pm=(m_1\pm m_2)/\sqrt2$. The initial state couples to $m_+$ alone, with strength $\sqrt2\,V$. For $s=+1$ the final state also couples to $m_+$ alone, with strength $\sqrt2\,W$. The product of the steps is $2VW$, twice that of one pathway, so for weak coupling the transition probability is four times as large. For $s=-1$ the final state couples to $m_-$ alone. The two halves of the problem are disconnected and $f$ is never reached, although either pathway by itself would reach it.

## The belief and its appeal

In an indirect semiconductor the valence maximum and conduction minimum lie at different wavevectors. The photon supplies most of the energy and a phonon supplies the wavevector. There are two familiar sequences: photon then phonon, or phonon then photon. The belief is that each has its own rate and that the absorption is their sum.

It tempts because the sequences look like alternative histories, and because some rates in this problem really do add. Absorption with phonon emission and absorption with phonon absorption leave the lattice in different, orthogonal states. If amplitude $A$ leads to $f_1$ and $B$ to an orthogonal $f_2$, the total probability is proportional to $|A|^2+|B|^2$. The two orders of one photon and one given phonon, however, end in the same state of electrons, light and lattice.

## Where the amplitudes are added

Let the weak coupling $H'$ contain a photon part and a phonon part, with quantized fields, so that $H'$ does not depend on time. Assume no direct coupling from $i$ to $f$. Starting from $i$, first-order perturbation theory gives the intermediate amplitude

$$c_m(t)=-\frac{i}{\hbar}H'_{mi}\int_0^t e^{i(E_m-E_i)t'/\hbar}dt'
=\frac{H'_{mi}}{E_m-E_i}\left[1-e^{i(E_m-E_i)t/\hbar}\right].$$

Inserting this in the equation for the final amplitude gives

$$c_f(t)=-\frac{i}{\hbar}\sum_m\frac{H'_{fm}H'_{mi}}{E_m-E_i}
\int_0^t\left[e^{i(E_f-E_m)t'/\hbar}-e^{i(E_f-E_i)t'/\hbar}\right]dt'.$$

The first exponential oscillates rapidly when $m$ is far from resonance, and its integral stays small. The second can accumulate when $E_f\approx E_i$. Keeping it and moving its minus sign into the denominator,

$$c_f(t)\simeq-\frac{i}{\hbar}M\int_0^t e^{i(E_f-E_i)t'/\hbar}dt',\qquad
M=\sum_m\frac{H'_{fm}H'_{mi}}{E_i-E_m}.$$

The squared integral is $\sin^2(xt/2)/(x/2)^2$ with $x=(E_f-E_i)/\hbar$. Over a dense set of final states it acts as $2\pi t\,\delta(x)=2\pi\hbar t\,\delta(E_f-E_i)$. Dividing by $t$ gives the rate

$$\Gamma=\frac{2\pi}{\hbar}\sum_f|M|^2\,\delta(E_f-E_i).$$

The sum over intermediate states stands inside the square; the sum over final states stands outside.

Call the valence and conduction states $v_1,c_1$ at the initial wavevector $k_1$, and $v_2,c_2$ at the final wavevector $k_2$. Let $P$ denote a photon coupling and $G$ a phonon coupling, each written with the final state first. For emission of a phonon of energy $\hbar\Omega$, the one-electron amplitudes are

$$A=\frac{G(c_2,c_1)P(c_1,v_1)}{E_{v1}+\hbar\omega-E_{c1}},\qquad
B=\frac{P(c_2,v_2)G(v_2,v_1)}{E_{v1}-\hbar\Omega-E_{v2}}.$$

For phonon absorption, $-\hbar\Omega$ becomes $+\hbar\Omega$. With one intermediate band per pathway, $M=A+B$ and

$$|M|^2=|A|^2+|B|^2+2\,\mathrm{Re}(A^*B).$$

The belief drops the last term.

## A filled valence band and a hidden sign

The label "phonon then photon" hides a difficulty: $v_2$ is already full, so an electron from $v_1$ cannot go there first. In the many-electron sequence the photon first lifts an electron from $v_2$ to $c_2$, and the phonon then moves the electron from $v_1$ into the vacancy. The phonon has scattered a hole.

The amplitude is nevertheless $B$. The intermediate state contains the excitation $v_2\to c_2$ and one photon fewer, so its denominator is

$$E_i-E_m=\hbar\omega-(E_{c2}-E_{v2}).$$

Energy conservation, $\hbar\omega=E_{c2}-E_{v1}+\hbar\Omega$, turns this into $-(E_{v1}-\hbar\Omega-E_{v2})$, the negative of the denominator in $B$.

A second minus sign comes from exchange. Let $a_j^\dagger$ and $a_j$ create and remove an electron in state $j$, and let $|\Phi\rangle$ have $v_1,v_2$ filled. Operators for different states anticommute, and reversing the order of three of them takes three exchanges, so

$$a_{v2}^\dagger a_{v1}a_{c2}^\dagger a_{v2}|\Phi\rangle
=-a_{c2}^\dagger a_{v1}a_{v2}^\dagger a_{v2}|\Phi\rangle
=-a_{c2}^\dagger a_{v1}|\Phi\rangle .$$

The other pathway gives $a_{c2}^\dagger a_{c1}a_{c1}^\dagger a_{v1}|\Phi\rangle=+a_{c2}^\dagger a_{v1}|\Phi\rangle$, because $c_1$ is empty. The two minus signs cancel in $B$.

Now take $E_{v1}=0$, $E_{c2}=1.12$ eV, $E_{c1}=3.40$ eV, $E_{v2}=1.12-4.00=-2.88$ eV and $\hbar\Omega=0.058$ eV. At resonance $\hbar\omega=1.178$ eV, and the denominators are

$$1.178-3.40=-2.222\ \mathrm{eV},\qquad 0-0.058+2.88=2.822\ \mathrm{eV}.$$

They have opposite signs, so positive couplings throughout make the pathways oppose each other.

This can be tested by evolving the full many-electron state, including the photon and phonon. Both photon couplings and $G(c_2,c_1)$ were set to 2 meV, and $|G(v_2,v_1)|$ was larger by $2.822/2.222$ to make $|A|=|B|$. After a time $0.03\,\hbar/|A|$, the final-state probability, relative to pathway $A$ alone, was 0.000, 1.999 and 3.997 for phases of $0^\circ$, $90^\circ$ and $180^\circ$ in $G(v_2,v_1)$. Addition of probabilities would give 2 each time.

A second test let one initial state evolve into 401 final levels spaced by 1 µeV. The photon couplings were 2 meV; the phonon coupling was 0.1 meV in the first pathway and was scaled in the second to equalize the amplitudes. The rate ratios were 3.999 and 0.000 for the two relative signs, and 2.000 when each pathway had its own set of final levels. In the numerical output of this test, "like-signed" refers to couplings between many-electron states. These already contain the exchange sign, and their denominators have the same sign, so like signs there give enhancement.

## What fixes the interference

A state's phase is a matter of convention, but the interference is not. The numerator of $A^*B$ is

$$P(c_1,v_1)^*G(c_2,c_1)^*P(c_2,v_2)G(v_2,v_1).$$

It follows the loop $v_1\to v_2\to c_2\to c_1\to v_1$. Each state enters once as a starting point and once as an end point, so a change of its phase cancels. The signs of $A$ and $B$ separately have no such meaning.

Compare the correct result with added rates through

$$R=\frac{\sum_f|A+B|^2}{\sum_f(|A|^2+|B|^2)}
=1+\frac{2\,\mathrm{Re}\sum_f A^*B}{\sum_f(|A|^2+|B|^2)},$$

where the sums run over final states of the required energy. Since $(|A|-|B|)^2\ge0$, we have $2|A^*B|\le|A|^2+|B|^2$, and therefore $0\le R\le2$. Equal pathways in phase thus give four times the rate of one pathway, but twice the sum of their rates.

For constant real amplitudes with $r=|B/A|$,

$$R=\frac{(1\pm r)^2}{1+r^2}.$$

If $r\ll1$, this is approximately $1\pm2r$. A pathway with only 1% of the other's rate has $r=0.1$ and still changes the total by about 20%. A small separate rate is therefore no reason to omit a pathway.

The cross term can also vanish in a sum or average. Let the optical steps have real dipole vectors $\mathbf a$ and $\mathbf b$, with all other factors absorbed in them, so that a field along the unit vector $\mathbf e$ gives $A=\mathbf e\cdot\mathbf a$ and $B=\mathbf e\cdot\mathbf b$. Over all field directions the average of $e_ie_j$ is $\delta_{ij}/3$. For equal lengths and angle $\theta$ between the vectors,

$$R=\frac{a^2+a^2+2a^2\cos\theta}{a^2+a^2}=1+\cos\theta .$$

Orthogonal dipoles give $R=1$, so adding the rates gives the correct average. For one fixed field direction they can still interfere: a field along $\mathbf a+\mathbf b$ gives $R=2$, and one along $\mathbf a-\mathbf b$ gives $R=0$.

## An absorption coefficient

Consider an undoped, silicon-like absorber at 1000 nm and 300 K, with parabolic band edges and constant couplings. Let $p$ be the optical momentum matrix element along the field and $D$ the deformation potential, each equal in the two pathways. Define positive detunings

$$\Delta_A=3.40-1.24=2.16\ \mathrm{eV},\qquad
\Delta_B=4.00-1.24=2.76\ \mathrm{eV},$$

and, up to a common sign, $S=pD(1/\Delta_A\pm1/\Delta_B)$.

In a volume $\mathcal V$, one photon contributes the squared factor $(e/m_0)^2\hbar/(2\epsilon_0n^2\omega\mathcal V)$, with $n$ the refractive index. The phonon contributes $\hbar N_\pm/(2\rho\mathcal V\Omega)$, where $\rho$ is the mass density, $N_+=N+1$ for emission and $N_-=N$ for absorption.

The number of electron-hole pairs also matters. Let $\varepsilon=\hbar\omega-E_g\mp\hbar\Omega$ be their total kinetic energy, with the upper sign for emission. Rescaling each wavevector by $\hbar/\sqrt{2m}$ turns the pairs with energy below $\varepsilon$ into a six-dimensional ball of radius $\sqrt\varepsilon$ and volume $\pi^3\varepsilon^3/6$. Differentiating, and dividing by the state-counting factor $(2\pi)^6$, gives per spin and per $\mathcal V^2$

$$J=\left(\frac{4m_vm_c}{\hbar^4}\right)^{3/2}\frac{\pi^3\varepsilon^2/2}{64\pi^6}
=\left(\frac{4m_vm_c}{\hbar^4}\right)^{3/2}\frac{\varepsilon^2}{128\pi^3}.$$

Below threshold $J=0$. The golden rule, two spins and $g$ equivalent valleys give the photon loss rate; $\mathcal V$ cancels. Dividing by the speed $c/n$ (dispersion neglected) gives

$$\alpha=\sum_\pm g\,\frac{2\pi e^2}{m_0^2\epsilon_0nc\omega}\,
\frac{\hbar N_\pm}{2\rho\Omega}\,|S|^2J_\pm .$$

The sum over $\pm$ adds rates, since the final phonon states differ.

The rough inputs are $g=6$, $n=3.6$, $\rho=2.33$ g/cm³, $m_v=0.55m_0$, $m_c=0.321m_0$, $2p^2/m_0=15$ eV and $D=8\times10^8$ eV/cm. The phonon occupation is $N=0.119$. The excess energies are 62 meV for emission and 178 meV for absorption. Pathway $A$ alone then gives

$$\alpha_A=2.26+1.98=4.24\ \mathrm{cm^{-1}}.$$

Since $r=2.16/2.76=0.783$, pathway $B$ alone gives $0.783^2\times4.24=2.60$ cm$^{-1}$. The three ways of combining them are

- added rates: $4.24+2.60=6.84$ cm$^{-1}$;
- aligned amplitudes: $(1+0.783)^2\times4.24=13.5$ cm$^{-1}$;
- opposed amplitudes: $(1-0.783)^2\times4.24=0.20$ cm$^{-1}$.

Added rates are low by a factor of 1.97 in the aligned case and high by a factor of 34 in the opposed case. Raising $D$ in pathway $B$ alone to $1.02\times10^9$ eV/cm makes the pathways equal. The model then gives 17.0 cm$^{-1}$ or zero, against 8.5 cm$^{-1}$ from added rates.

## What survives in a real crystal

Complete cancellation can be spoiled by other terms in the same sum, wherever symmetry lets them enter. Away from band extrema the diagonal photon couplings do not vanish. A phonon can take $v_1$ to $c_2$ directly, with the photon acting before or after. The denominators are $+\hbar\omega$ and $-\hbar\omega$, so the extra amplitude is

$$C=\frac{G(c_2,v_1)[P(v_1,v_1)-P(c_2,c_2)]}{\hbar\omega}.$$

Diagonal momentum is $m_0$ times the band velocity, so $C$ changes sign when both carrier velocities reverse. Its cross term with a constant $A+B$ averages to zero, but $|C|^2$ remains. If its phonon coupling equals the others, the estimated mean of $|C|^2$ in the phonon-absorption part is $0.12|A|^2$ for an isotropic electron mass $m_c$. With silicon's longitudinal and transverse masses, $0.92m_0$ and $0.19m_0$, the average over the valleys is about $0.14|A|^2$. Either value exceeds the $0.047|A|^2$ left by the opposed pair. The equal coupling is only an assumption: between silicon's band extrema $G(c_2,v_1)$ vanishes by symmetry for the longitudinal acoustic phonon, and a rigid-ion pseudopotential estimate makes it about a tenth of the other couplings for the transverse optical phonon, which would lower $|C|^2$ about a hundredfold.

In the model, a further conduction band at $k_1$ matters more. Placed at 4.2 eV with equal couplings, it adds an amplitude of magnitude $0.73|A|$. If it is in phase with $A$, the opposed result becomes $(1+0.73-0.783)^2\times4.24=3.8$ cm$^{-1}$, 19 times the two-pathway value. In silicon the zone-centre level near 4.2 eV couples to the valley minimum only through the longitudinal optical phonon, so this term is absent for the transverse optical phonon of about 58 meV. Smaller corrections come from the carriers' kinetic energy, about 4% of $\Delta_A$ per carrier in the phonon-absorption part, and from intermediate-state broadening. A broadening of 50 meV in both pathways shifts their relative phase by only 5 mrad.

Silicon's measured absorption coefficient at 1000 nm is roughly 60 cm$^{-1}$, above every value found so far. The gaps, masses and phonon energy are typical rough values; the equal couplings are a simplification. The neglect of electron-hole attraction also lowers $\alpha$ strongly. With constant couplings, each pair state contributes in proportion to its probability density at zero electron-hole separation. Summing this density over the bound and unbound states of hydrogen-like pairs with a binding energy of 15 meV (a separate input; the masses above with a dielectric constant of 11.7 would give 20 meV), and dividing by the result for free pairs, multiplies the emission part by 10.4 and the absorption part by 4.3. Pathway $A$ alone then gives about 32 cm$^{-1}$, the aligned pair about 100 cm$^{-1}$ and the opposed pair about 1.5 cm$^{-1}$. At constant detuning the attraction multiplies $A$ and $B$ alike, so $R$ is unchanged. Operation at 350 K, with a gap narrowing of 0.27 meV/K and the detunings held fixed, raises the model's $\alpha_A$ without attraction by a factor of 1.6. Other phonons and the degeneracy and warping of the valence bands are also left out. The valence bands matter here, because $0.55m_0$ holds only close to the band edge while the excess energies exceed the 44 meV spin-orbit splitting: a six-band description raises $J$ by about 2.5 for emission and 3.4 for absorption, and $\alpha_A$ without attraction to about 12.5 cm$^{-1}$. Agreement in size therefore cannot establish silicon's relative phase; that requires the matrix elements around the loop, summed over the relevant bands. The answer depends on the phonon: a rigid-ion pseudopotential estimate at the band extrema gives $R\approx1.7$ for the transverse optical phonon and $R$ of order 0.01, almost complete cancellation, for the longitudinal acoustic one.

Rates may be added after the amplitudes leading to each final state have been combined. Adding them earlier is justified when the summed cross term vanishes, as it does for distinct final phonon states or for the direction-averaged orthogonal dipoles above.

## Numbers as computed

```
FEW-LEVEL TESTS (ratios to one pathway)
photon energy at resonance: 1.178 eV
one-electron denominator A: -2.222 eV
one-electron denominator B: 2.822 eV
Fock probability ratio, coupling phase 0 deg: 0.000
Fock probability ratio, coupling phase 90 deg: 1.999
Fock probability ratio, coupling phase 180 deg: 3.997
golden-rule rate ratio, like-signed couplings: 3.999
golden-rule rate ratio, opposite-signed couplings: 0.000
golden-rule rate ratio, separate final states: 2.000
R averaged over field, dipole angle 0 deg: 2.000
R averaged over field, dipole angle 60 deg: 1.500
R averaged over field, dipole angle 90 deg: 1.000
SILICON-LIKE EXAMPLE (rough inputs)
wavelength: 1000 nm
photon energy: 1.24 eV
temperature: 300 K
indirect gap: 1.12 eV
direct gap at k1: 3.4 eV
direct gap at k2: 4 eV
phonon energy: 58 meV
phonon occupation: 0.1187
refractive index 3.6, density 2.33 g/cm3, valleys 6
masses/m0: long. 0.92, transv. 0.19, hole 0.55
electron density-of-states mass: 0.3214 m0
momentum strength 2p^2/m0: 15 eV
deformation potential: 8e+08 eV/cm
detuning A: 2.16 eV
detuning B: 2.76 eV
amplitude ratio |B/A|: 0.7826
excess energy, phonon emission: 61.84 meV
excess energy, phonon absorption: 177.8 meV
alpha A, phonon emission part: 2.259 cm^-1
alpha A, phonon absorption part: 1.982 cm^-1
same part by explicit pair sum: 1.985 cm^-1
alpha, pathway A alone: 4.241 cm^-1
alpha, pathway B alone: 2.598 cm^-1
alpha, rates added: 6.838 cm^-1
alpha, amplitudes aligned: 13.48 cm^-1
alpha, amplitudes opposed: 0.2004 cm^-1
R aligned: 1.971
R opposed: 0.0293
B deformation potential for equality: 1.022e+09 eV/cm
alpha, equal pathways aligned: 16.96 cm^-1
NEGLECTED EFFECTS (rough inputs)
Coulomb factor, binding 15 meV: emission 10.36, absorption 4.27
extra band at 4.2 eV: amplitude/A 0.730
velocity term, mean square/|A|^2: 0.1183
opposed pair, |A+B|^2/|A|^2: 0.04725
mean carrier energy/detuning A: 4.116 %
broadening 50 meV: relative phase 5.03 mrad
gap slope -0.27 meV/K: alpha(350 K)/alpha(300 K) 1.608
```
